# Does quantum capacitance store energy in an extra dielectric gap?

## Question

I am studying a metal gate above a very thin conducting channel, with an insulator between them. The gate capacitance is smaller than the parallel-plate value. I was told to put a second capacitor, the "quantum capacitance", in series with the insulator.

A capacitor in series looks to me like a second gap. I can even convert it into a few extra angstroms of insulator. So I picture a thin dielectric layer at the channel, with a field across it and field energy inside it. Is that layer there? If not, what does the second capacitor stand for, and where does the battery's extra work go? I would also like to know whether the picture ever gives a wrong number, or whether this is only a matter of words.

## Answer

To settle this, compute the field energy in the insulator you do have, compute the energy of the electrons in the channel, and see whether the battery's work leaves anything over for a second gap.

### The model and its units

Let the channel be a sheet of zero thickness, at a distance \(d\) from an ideal metal gate. The insulator has permittivity \(\kappa\). Moving \(n\) electrons per area from gate to sheet leaves the gate with charge density \(+n\) and the sheet with \(-n\), in atomic units, where \(e=\hbar=m_e=4\pi\varepsilon_0=1\). In these units a voltage and the corresponding electron energy are the same number.

The electrons fill one band, empty at \(n=0\), and interact only through the average electrostatic potential. Exchange and correlation are left out. I measure the chemical potential \(\mu\) from the band edge in the sheet, so that \(\mu\) excludes the electrostatic energy.

The voltage \(V\) is the electrochemical potential of an electron in the sheet minus that in the gate. A constant offset, set by the two materials, is dropped. It does not affect a capacitance, and in the battery's work it would only add the same amount for every electron.

### The field in the real insulator

The two charges are equal and opposite, so the field vanishes outside the device. Gauss's law gives the field strength inside the insulator:

\[
E=\frac{4\pi n}{\kappa}.
\]

An electron carried from the positive gate to the negative sheet gains the electrostatic energy

\[
Ed=\frac{4\pi d}{\kappa}\,n .
\]

The field energy per area is the energy density \(\kappa E^2/(8\pi)\) times the thickness:

\[
U_{\rm field}=\frac{\kappa d}{8\pi}\left(\frac{4\pi n}{\kappa}\right)^2
=\frac{2\pi d}{\kappa}\,n^2 .
\]

If this were the whole cost of charging, the capacitance per area would be \(C_g=\kappa/(4\pi d)\), and \(U_{\rm field}=n^2/(2C_g)\).

### The cost of filling states

The arriving electrons also need states to occupy. By the Pauli principle each state holds one electron, so at zero temperature new electrons must go in above those already present.

In a periodic box of area \(A\), each allowed wavevector occupies an area \(4\pi^2/A\) of \(k\)-space. Let \(g\) be the total degeneracy, spin included. Filling a disc of radius \(k_F\) gives

\[
n=g\,\frac{\pi k_F^2}{4\pi^2}=\frac{g k_F^2}{4\pi}.
\]

For a parabolic band of mass \(m\), the highest filled level is

\[
\mu=\frac{k_F^2}{2m}=\frac{1}{2m}\,\frac{4\pi n}{g}=\frac{n}{D},
\qquad D=\frac{gm}{2\pi}.
\]

Here \(D\) is the density of states per area and energy. It is finite, so \(\mu\) must rise when electrons are added. The kinetic energy per area is

\[
u=g\int_0^{k_F}\frac{k\,dk}{2\pi}\,\frac{k^2}{2m}
=\frac{g k_F^4}{16\pi m}.
\]

Substituting \(k_F^2=4\pi n/g\) gives

\[
u=\frac{g}{16\pi m}\,\frac{16\pi^2n^2}{g^2}
=\frac{\pi n^2}{gm}=\frac{n^2}{2D}.
\]

This has the form of a capacitor's energy, but no electric field was used to obtain it. Its derivative is \(du/dn=n/D=\mu\), as it should be: the next electron enters at the highest filled level.

### Where the series formula comes from

At fixed voltage the battery supplies energy \(V\) for each transferred electron. The equilibrium density minimises

\[
W(n)=\frac{2\pi d}{\kappa}n^2+u(n)-Vn .
\]

Setting \(dW/dn=0\) gives

\[
V=\frac{4\pi d}{\kappa}\,n+\mu(n).
\]

For the parabolic band the second derivative of \(W\) is \(4\pi d/\kappa+1/D>0\), so this is a minimum.

The equation contains two different kinds of potential. The first term is an electrostatic potential difference, and it lies entirely across the real insulator. The second is a chemical potential, with no electrostatic potential drop attached to it. A voltmeter responds to their sum, because electrons flow through a wire until their electrochemical potentials agree.

The differential capacitance per area is \(C=dn/dV\). Differentiating \(V\) with respect to \(n\) gives

\[
\frac1C=\frac{dV}{dn}=\frac{4\pi d}{\kappa}+\frac{d\mu}{dn}
=\frac1{C_g}+\frac1{C_q},
\qquad C_q=\frac{dn}{d\mu}.
\]

The inverse capacitances add because two energy costs add for the same transferred electron. A second gap would also produce a sum of this form, but the sum does not imply a second gap.

Two limits show the meaning. If \(D\) is very large, electrons can be added with almost no rise in \(\mu\), and \(C\to C_g\). If instead \(d\to0\) within the model, the field energy vanishes, yet \(C\to C_q\) stays finite. The remaining cost is that of filling states.

### The energy account, with numbers

Take round model parameters: \(m=0.2\), \(g=2\), \(d=10\) Å, \(\kappa=4\) and \(n=0.001\) Å\(^{-2}\), at zero temperature. I quote capacitances per area in \(e/(\mathrm{V\,Å^2})\). The density of states gives \(C_q=0.008355\) and the insulator gives \(C_g=0.002211\). Therefore

\[
C=\left(\frac1{0.002211}+\frac1{0.008355}\right)^{-1}
=0.001748\ \frac{e}{\mathrm{V\,Å^2}},
\]

or about \(2.80\ \mu\mathrm{F/cm^2}\). Direct numerical minimisation of the total energy gives the same capacitance.

The two parts of the voltage, written as electron energies, are

\[
\frac{n}{C_g}=\frac{0.001}{0.002211}\ \mathrm{eV}=0.452\ \mathrm{eV},
\qquad
\mu=\frac{0.001}{0.008355}\ \mathrm{eV}=0.120\ \mathrm{eV}.
\]

They add to \(0.572\) eV. For this band \(C\) does not depend on \(n\), so charging from zero requires the work

\[
\int_0^n V\,dn'=\int_0^n\frac{n'}{C}\,dn'=\frac{n^2}{2C}
=\frac{n^2}{2C_g}+\frac{n^2}{2D}.
\]

Dividing by \(n\) gives the energies per electron:

\[
\underbrace{0.286\ \mathrm{eV}}_{\text{battery work}}
=\underbrace{0.226\ \mathrm{eV}}_{\text{field in the insulator}}
+\underbrace{0.060\ \mathrm{eV}}_{\text{kinetic energy}} .
\]

The kinetic part was also found by adding up the discrete levels of a large periodic box, and the account still closes. Nothing is left for field energy in another gap. Your suspicion that the second capacitor involves energy is right in this case, but the energy belongs to the motion of the electrons.

### Why the extra layer looks convincing

You can choose a thickness \(d_q\) of the same insulator that has the same inverse capacitance as the filling of states:

\[
\frac{4\pi d_q}{\kappa}=\frac1D
\quad\Longrightarrow\quad
d_q=\frac{\kappa}{4\pi D}=\frac{\kappa}{2gm}.
\]

In the example this is \(4/(2\cdot2\cdot0.2)=5\) bohr, or \(2.65\) Å. If you really added that much insulator in front of a sheet with an unlimited density of states, you would get the same \(C\). The field energy in the added layer would be

\[
\frac{2\pi d_q}{\kappa}n^2=\frac{n^2}{2D},
\]

equal to the kinetic energy of the actual sheet. For a parabolic band at zero temperature, the picture therefore gives the right capacitance and the right energy, although it puts that energy in the wrong place.

Now replace the insulator by one with \(\kappa=20\), keeping \(d=10\) Å and the same band. The fictitious thickness becomes \(13.2\) Å, although nothing in the sheet has changed. If you kept the original \(2.65\) Å and treated it as part of the insulator, every part of the gap would gain a factor of five in permittivity, and you would predict a fivefold capacitance. In fact only the first term of \(1/C\) shrinks:

\[
C=\left(\frac1{0.01105}+\frac1{0.008355}\right)^{-1}
=0.004758\ \frac{e}{\mathrm{V\,Å^2}},
\]

which is larger than before by a factor of \(0.004758/0.001748=2.72\). So the picture can give a wrong number. The better the insulator, the larger the share of \(1/C\) that comes from the states, which for the independent electrons of this model a change of insulator does not alter.

The same separation appears if you vary the thickness. For the parabolic band at zero temperature, \(1/C\) is a straight line in \(d\), with slope \(4\pi/\kappa\) and intercept \(1/D\). The numerical energy minimisation, extrapolated to \(d=0\), returns \(C_q=0.008355\ e/(\mathrm{V\,Å^2})\) for both insulators.

This comparison has a limited reach. It excludes a hidden layer of the exchanged insulator. A fixed layer of some other material, untouched by the exchange, would also leave a constant intercept. Capacitance data of this kind cannot tell the two apart. The model contains no such layer by construction, and the energy account above shows that none is needed: at zero temperature the field in the insulator and the filling of states together use up the battery's work. The next two cases show, in addition, that \(C_q\) depends on the state of the electrons in ways that a fixed linear gap cannot reproduce.

### A band for which \(n^2/(2C_q)\) fails

Consider a linear band, \(\varepsilon=vk\), filled upwards from \(\varepsilon=0\) at zero temperature. Any filled band below it is an inert background. The counting of states is unchanged, so

\[
\mu=vk_F=v\sqrt{\frac{4\pi n}{g}} .
\]

Since \(\mu\propto n^{1/2}\), its derivative is \(d\mu/dn=\mu/(2n)\), and

\[
C_q=\frac{2n}{\mu}.
\]

The band energy per area is

\[
u=g\int_0^{k_F}\frac{k\,dk}{2\pi}\,vk=\frac{g v k_F^3}{6\pi}
=\frac{(gk_F^2)(vk_F)}{6\pi}=\frac{4\pi n\,\mu}{6\pi}=\frac23\,\mu n .
\]

The formula for a fixed capacitor would give something else:

\[
\frac{n^2}{2C_q}=\frac{n^2}{2}\,\frac{\mu}{2n}=\frac14\,\mu n ,
\]

too small by a factor of \(8/3\). The reason is that \(C_q\) is a local slope. It says how much \(\mu\) rises for the next few electrons, not what it cost to bring in all the earlier ones. At lower density \(C_q\) was smaller and \(\mu\) rose more steeply. The full cost is the integral \(\int_0^n\mu(n')\,dn'\), which does give \(\tfrac23\mu n\).

With \(\hbar v=6\) eV Å, \(g=4\) and the same density as before,

\[
\mu=6\sqrt{\pi\times0.001}\ \mathrm{eV}=0.336\ \mathrm{eV},
\qquad
C_q=\frac{2\times0.001}{0.3363}=0.00595\ \frac{e}{\mathrm{V\,Å^2}} .
\]

The energy per electron is \(\tfrac23\mu=0.224\) eV, and a sum over discrete box states agrees. The fixed-capacitor formula gives \(0.084\) eV.

An equivalent layer would need the thickness \(\kappa/(4\pi C_q)=\kappa\mu/(8\pi n)\), which grows as \(n^{-1/2}\) when the sheet is emptied. Letting the layer change its thickness with the charge does not rescue the picture. The voltage across a layer of this thickness would be \((4\pi n/\kappa)\,\kappa\mu/(8\pi n)=\mu/2\), only half of what the filling of states requires. A layer twice as thick would match \(\mu\), but you would have to know \(\mu(n)\) first to choose its thickness. Its field energy, half the voltage times the charge, would be \(\tfrac12\mu n\), still not the \(\tfrac23\mu n\) stored in the band.

### Warm electrons: a capacitance that is mostly entropy

Return to the parabolic band, now at temperature \(T\), held fixed by the surroundings. The density is an integral over Fermi occupations:

\[
n=D\int_0^\infty\frac{d\varepsilon}{e^{(\varepsilon-\mu)/k_BT}+1}
=Dk_BT\,\ln\!\left(1+e^{\mu/k_BT}\right).
\]

The integral follows from the antiderivative \(-k_BT\ln(1+e^{(\mu-\varepsilon)/k_BT})\), which vanishes at the upper limit. Define \(x=n/(Dk_BT)\). Then \(e^x=1+e^{\mu/k_BT}\), so

\[
\mu=k_BT\ln(e^x-1),
\]

and, since \(dx/dn=1/(Dk_BT)\),

\[
\frac{d\mu}{dn}=\frac{1}{D}\,\frac{e^x}{e^x-1},
\qquad
C_q=D\left(1-e^{-x}\right).
\]

For a dense gas, \(x\gg1\), this returns \(D\). For a dilute gas, \(x\ll1\), it becomes

\[
C_q\approx Dx=\frac{n}{k_BT},
\]

from which the density of states has dropped out.

At fixed temperature, equilibrium is governed by the free energy \(f=u-Ts\), where \(s\) is the entropy per area. It replaces \(u\) in the minimisation, and \(\mu=(\partial f/\partial n)_T\). Hence

\[
\frac{d\mu}{dn}=\frac{\partial^2u}{\partial n^2}-T\,\frac{\partial^2 s}{\partial n^2}.
\]

To see how much of this is energy, we need \(u(n)\). Let \(F\) be the Fermi occupation. It depends on \(\varepsilon-\mu\), so \(\partial F/\partial\mu=-\partial F/\partial\varepsilon\). Integration by parts, with vanishing boundary terms, gives

\[
\frac{\partial u}{\partial\mu}
=D\int_0^\infty\varepsilon\left(-\frac{\partial F}{\partial\varepsilon}\right)d\varepsilon
=D\int_0^\infty F\,d\varepsilon=n .
\]

Multiplying by \(d\mu/dn\) gives

\[
\frac{\partial u}{\partial n}=n\,\frac{d\mu}{dn}=k_BT\,\frac{x}{1-e^{-x}} .
\]

A second derivative yields

\[
\frac{\partial^2u}{\partial n^2}
=\frac1D\,\frac{1-e^{-x}-xe^{-x}}{(1-e^{-x})^2}.
\]

Dividing by \(d\mu/dn=1/[D(1-e^{-x})]\), we find the energetic part of the inverse quantum capacitance:

\[
\frac{\partial^2u/\partial n^2}{d\mu/dn}
=1-\frac{xe^{-x}}{1-e^{-x}}
=1-\frac{x}{e^x-1}.
\]

For large \(x\) this tends to one. For small \(x\), \(e^x-1\approx x+x^2/2\), and it tends to \(x/2\), which vanishes. The rest is entropy.

At 300 K, \(k_BT=0.02585\) eV. The example density has \(x=4.63\), and the energetic part is 95%. At \(n=10^{-5}\) Å\(^{-2}\), one hundred times lower, \(x=0.0463\) and the energetic part is only 2.3%. There \(C_q=0.000378\ e/(\mathrm{V\,Å^2})\), close to the dilute limit

\[
\frac{n}{k_BT}=\frac{10^{-5}}{0.02585}=0.000387\ \frac{e}{\mathrm{V\,Å^2}} .
\]

In this dilute gas each added electron brings a kinetic energy close to \(k_BT\), whether or not others are present. The energy per newcomer hardly changes, so it contributes little to \(d\mu/dn\). What changes is the entropy gained by adding an electron, which falls as the gas becomes denser. That is why \(\mu\) rises.

The effect on the device is large. With the same 10 Å insulator the total capacitance is

\[
C=\left(\frac1{0.002211}+\frac1{0.000378}\right)^{-1}
=0.000323\ \frac{e}{\mathrm{V\,Å^2}},
\]

less than a fifth of its value at the higher density. As an extra layer this would be \(d\,C_g/C_q=10\times0.002211/0.000378\approx58\) Å thick, for a sheet that has no thickness in the model. Most of the rise in \(\mu\) that this layer is meant to represent is neither field energy nor kinetic energy. At fixed temperature the account reads \(V\,dn=dU_{\rm field}+du-T\,ds\): the sheet takes in the heat \(T\,ds\) from its surroundings as it is slowly charged. In the dilute gas \(\mu\) rises mainly because each further electron draws less heat than the one before, and the battery makes up the difference.

### When a real electrostatic correction is present

A real channel has a finite thickness, and its charge is spread over some distance from the interface. The field enters that region, so there is an additional electrostatic term with genuine field energy. It must be calculated from the charge profile and kept separate from the filling term derived here. The kinetic energy of confinement across the channel can also change with the charge, which adds a further term. A real gate is not ideal either: its charge is spread over a screening length. A Thomas–Fermi estimate, \(4\pi\lambda\) with \(\lambda\) of about half an angstrom, gives a term of the same order as \(1/D\) in the example; its actual value depends on the metal–insulator interface. If a measured reduction of the gate capacitance is converted into one "extra thickness", all these terms are lumped together.

The formulas for \(\mu(n)\) also assume clean, independent electrons in a single band. Exchange, correlation or disorder can change \(\mu(n)\), and with it the value of \(C_q\). The change need not be small. Exchange adds a negative term to \(d\mu/dn\). With the mass, permittivity \(\kappa=4\), thickness and density of the first example, the Hartree–Fock exchange term already cancels more than half of \(1/D\), and at lower density and low temperature it can make \(d\mu/dn\) negative, which raises \(C\) above \(C_g\). This term depends on the permittivity around the sheet and on the distance to the gate, so in a real sheet \(C_q\) does change when the insulator is exchanged, and the intercept of \(1/C\) against \(d\) is not simply \(1/D\). The values of \(C_q\) given here are therefore those of the independent-electron model, not predictions for a particular material. The measurement must be slow enough for the sheet to reach equilibrium with its contact; otherwise the density does not follow \(V\) as assumed.

So you may draw the second capacitor in the circuit and use it for small changes of voltage. Read its value as the number of electrons per area that the sheet accepts per unit rise of its chemical potential, for a small rise. The numerical output below lists the main values for each case.

## Numbers as computed

```
INPUTS
band mass: 0.2 electron masses
degeneracy: 2
insulator thickness d: 10 A
permittivity kappa: 4
high permittivity: 20
electron density n: 0.001 1/A^2
ZERO TEMPERATURE, PARABOLIC BAND
density of states D = C_q: 0.008355 e/(V A^2)
gate capacitance C_g: 0.002211 e/(V A^2)
total capacitance C, formula: 0.001748 e/(V A^2)
total C, energy minimum: 0.001748 e/(V A^2)
total C, converted: 2.801 microfarad/cm^2
electrostatic part of eV: 0.4524 eV
chemical potential mu: 0.1197 eV
mu from box states: 0.1197 eV
total eV: 0.5721 eV
field energy per electron: 0.2262 eV
kinetic energy per electron: 0.05985 eV
kinetic, box states: 0.05985 eV
battery work per electron: 0.286 eV
FICTITIOUS LAYER AND CHANGE OF INSULATOR
d_q at kappa: 2.646 A
d_q at high kappa: 13.23 A
C_q from intercept, kappa: 0.008355 e/(V A^2)
C_q from intercept, high kappa: 0.008355 e/(V A^2)
C_g at high kappa: 0.01105 e/(V A^2)
total C at high kappa: 0.004758 e/(V A^2)
gain in total C: 2.722
gain if layer were insulator: 5
LINEAR BAND, SAME DENSITY, ZERO TEMPERATURE
hbar v: 6 eV A
degeneracy: 4
mu: 0.3363 eV
C_q: 0.005947 e/(V A^2)
kinetic energy per electron: 0.2242 eV
kinetic, box states: 0.2242 eV
wrong estimate n/(2 C_q): 0.08407 eV
FINITE TEMPERATURE, PARABOLIC BAND
temperature: 300 K
thermal energy kT: 0.02585 eV
dilute density: 1e-05 1/A^2
dense x = n/(D kT): 4.63
dense mu: 0.1194 eV
dense C_q: 0.008273 e/(V A^2)
dense energetic part of dmu/dn: 0.9544
dense total C: 0.001744 e/(V A^2)
dilute x = n/(D kT): 0.0463
dilute mu: -0.07883 eV
dilute C_q: 0.000378 e/(V A^2)
dilute energetic part of dmu/dn: 0.02297
dilute total C: 0.0003228 e/(V A^2)
dilute limit n/kT: 0.0003868 e/(V A^2)
```
